# Barrier Height from Ballistic-Emission Spectra by Variable Projection

## Result

A ballistic-emission spectrum consists of collector currents \(y_i\) at \(N\) tip voltages \(V_i\), taken at constant tunnel current. The model is

\[
y_i=b+a\,g_i(\phi)+\text{noise},\qquad g_i(\phi)=(V_i-\phi)_+^2,\qquad a\ge 0,
\]

where \((x)_+\) is \(x\) for \(x>0\) and zero otherwise. The threshold \(\phi\) in eV has the same numerical value as the threshold voltage in V. The noise is taken as independent and Gaussian, with one unknown variance \(\sigma^2\).

Let the suffix \(c\) mean "mean removed", and define

\[
Y=y_c\cdot y_c,\qquad c(\phi)=g_c\cdot y_c,\qquad d(\phi)=g_c\cdot g_c .
\]

Eliminating \(a\) and \(b\) leaves a residual that depends on the threshold alone:

\[
S(\phi)=Y-\frac{c^2}{d}\quad(c>0),\qquad S(\phi)=Y\quad(c\le0).
\]

Between neighbouring voltages, its stationary points with \(c>0\) are roots of a quartic, so the global minimum in a search range is found without a starting guess. An approximate 95% confidence set is

\[
S(\phi)\le S_{\rm cut}=S_{\min}\left(1+\frac{F}{N-3}\right),
\]

where \(F\) is the 95% point of the \(F(1,N-3)\) distribution. Its ends are also roots of quartics. The set expresses noise only, on the assumption that the square law holds.

## Why the onset is quadratic

Measure the electron energy \(E\) from the Fermi level of the metal film. Let the transverse wave vector \(k_t\) be conserved at the interface, and let the semiconductor valley be centred at \(k_t=0\) with transverse mass \(m_t\). Entry requires non-negative kinetic energy along the normal:

\[
E-\phi-\frac{\hbar^2k_t^2}{2m_t}\ge0 .
\]

With free-electron mass \(m\) in the metal, the transverse energy there is \(E_t=\hbar^2k_t^2/2m\), so the condition becomes

\[
E_t\le\frac{m_t}{m}(E-\phi).
\]

The density of transverse states per unit \(E_t\) is constant in two dimensions. Near threshold, take the tunnelling weight and the interface transmission as constant. At zero temperature the current is then proportional to

\[
\int_\phi^{eV}\frac{m_t}{m}(E-\phi)\,dE=\frac{m_t}{2m}(eV-\phi)^2 .
\]

If instead the interface transmission rises as the square root of the normal energy, the inner integral is \(\int_0^{\epsilon}\sqrt{\epsilon-x}\,dx=\tfrac23\epsilon^{3/2}\), and the second integration gives a 5/2-power onset. The exponent is therefore an assumption about the interface.

## Eliminating amplitude and background

At fixed \(\phi\) the sum of squares is \(\sum_i(y_i-b-ag_i)^2\). Setting its derivative with respect to \(b\) to zero gives \(b=\bar y-a\bar g\). Substitution leaves

\[
|y_c-ag_c|^2=Y-2ac+a^2d .
\]

Its minimum is at \(a=c/d\), with value \(Y-c^2/d\). If \(c\le0\), the smallest value allowed by \(a\ge0\) is at \(a=0\), which gives \(Y\).

Let \(r=y-b-ag\) be the residual after this elimination. Differentiating \(S=r\cdot r\) gives

\[
S'=-2r\cdot(b'\mathbf 1+a'g+ag').
\]

The normal equations make \(r\) orthogonal to \(\mathbf 1\) and \(g\), so the first two terms vanish. Since \(g_i'=-2(V_i-\phi)_+\),

\[
S'(\phi)=4a\sum_i r_i(V_i-\phi)_+ .
\]

This slope is continuous when \(\phi\) crosses a data voltage, whereas \(g_i''\) jumps there. The second derivative of \(S\) therefore generally jumps at a cell edge, and each cell is treated separately below.

## Quartics in one voltage cell

For equal spacing \(h\), write \(\phi=V_k+ht\) with \(0\le t<1\). The points above threshold are those with \(i>k\). With \(u_i=i-k\), they have \(g_i=h^2(u_i-t)^2\). Within the cell, measure \(g\) in units of \(h^2\), and define sums over \(i>k\):

\[
q_j=\sum y_{c,i}u_i^j,\qquad m_j=\sum u_i^j .
\]

Because \(y_c\) sums to zero over all points, \(g_c\cdot y_c=g\cdot y_c\). Also \(g_c\cdot g_c=\sum g_i^2-(\sum g_i)^2/N\). Expanding the powers of \(u_i-t\) gives

\[
c(t)=q_2-2q_1t+q_0t^2,
\]

\[
\begin{aligned}
d(t)={}&m_4-4m_3t+6m_2t^2-4m_1t^3+m_0t^4\\
&-\frac{(m_2-2m_1t+m_0t^2)^2}{N}.
\end{aligned}
\]

The amplitude in physical units is \(a=c/(h^2d)\); the ratio \(c^2/d\) needs no conversion. Differentiation of \(S\) gives

\[
\frac{dS}{dt}=-\frac{c\,(2\dot c\,d-c\,\dot d)}{d^2},
\]

where a dot means \(d/dt\). For \(c>0\), a stationary point obeys \(2\dot c d-c\dot d=0\). If the leading terms are \(c_2t^2\) and \(d_4t^4\), the fifth-degree term is \((4c_2d_4-4c_2d_4)t^5=0\). What remains is a quartic.

The condition \(S=S_{\rm cut}\) becomes

\[
c^2-(Y-S_{\rm cut})\,d=0,
\]

again a quartic. Roots with \(c<0\) are rejected, because squaring has removed the sign of the amplitude.

## Origin of the confidence level

Let \(X\) have columns \(\mathbf1\) and \(g\), and let \(P=1-X(X^TX)^{-1}X^T\) remove their span. Near the true threshold \(\phi_0\), linearize the model. A threshold displacement \(\delta\phi\) changes the spectrum by \(ag'\delta\phi\), but readjusting \(a\) and \(b\) absorbs the part in the span of \(X\). To leading order,

\[
S(\hat\phi+\delta\phi)-S_{\min}\simeq a^2\|Pg'\|^2(\delta\phi)^2 .
\]

In this linear approximation \(S(\phi_0)-S_{\min}\) is the squared noise component along the direction \(Pg'\), distributed as \(\sigma^2\chi^2_1\). The minimum \(S_{\min}\) contains the \(N-3\) remaining orthogonal components, distributed as \(\sigma^2\chi^2_{N-3}\) and independent of the first. Hence

\[
\frac{S(\phi_0)-S_{\min}}{S_{\min}/(N-3)}\sim F(1,N-3),
\]

which gives the stated cut. The matching standard error is

\[
{\rm se}(\hat\phi)=\frac{s}{a\|Pg'\|},\qquad s^2=\frac{S_{\min}}{N-3}.
\]

The full three-parameter fit gives the same expression. Its Jacobian is \(J=(ag',X)\), and the Schur complement of the \(X^TX\) block gives

\[
[(J^TJ)^{-1}]_{\phi\phi}
=\frac{1}{a^2[g'\cdot g'-g'^TX(X^TX)^{-1}X^Tg']}
=\frac1{a^2\|Pg'\|^2}.
\]

If \(a\) and \(b\) are frozen at their best values, \(\|Pg'\|\) is replaced by the larger \(\|g'\|\). The resulting interval is too narrow, because it ignores the trade of threshold against amplitude and background.

## Pseudocode

```
input V[0..N-1], y, step h, search cells k1..k2
yc = y - mean(y);  Y = sum(yc^2)
best = infinity
for k = k1..k2:
    form q0..q2, m0..m4 over i > k
    form polynomials c(t), d(t)
    Q = 2*c'*d - c*d', coefficients 0..4 only
    for t in {0, real roots of Q in [0,1)}:
        S = Y - max(c(t),0)^2 / d(t)
        keep the smallest S and its k, t
also test the upper end of the search range
phi = V[k] + h*t;  recompute a, b and residual
cut = Smin * (1 + F/(N-3))
if cut >= Y: report that no signal is established
for k = k1..k2:
    collect roots of c^2 - (Y-cut)*d in [0,1), c > 0
sort the crossings; test S between them
return every accepted interval
```

## Worked example

The simulated spectrum has 81 voltages from 0.60 to 1.00 V in 5 mV steps. The true values are \(\phi_0=0.812\) eV, \(a=60\) pA/V\(^2\) and \(b=0.20\) pA, with noise of 0.10 pA. The search covers 0.650 to 0.950 eV.

The best cell starts at 0.805 V, and its stationary root is \(t=0.03781\). There the printed polynomials give \(c=19650.67\) pA and \(d=1.395080\times10^7\). With \(Y=28.283222\) pA\(^2\),

\[
S_{\min}=28.28322-\frac{(19650.67)^2}{1.395080\times10^7}=0.6039\ {\rm pA^2},
\]

\[
\hat\phi=0.805+0.005(0.03781)=0.8052\ {\rm eV},
\]

\[
\hat a=\frac{19650.67}{(0.005)^2(1.395080\times10^7)}=56.3\ {\rm pA/V^2}.
\]

A three-parameter nonlinear fit, started at 0.78 eV, gives the same threshold, 0.80519 eV.

There are 78 degrees of freedom and \(F=3.9635\), so

\[
S_{\rm cut}=0.603893\left(1+\frac{3.9635}{78}\right)=0.634579\ {\rm pA^2}.
\]

The level quartics have two accepted roots, 0.7946 and 0.8152 eV. The result is \(0.805^{+0.010}_{-0.011}\) eV at 95% confidence, and the interval contains the true value. Root finding on a profile computed by direct linear least squares reproduces both ends within \(10^{-7}\) eV.

The estimated noise is \(s=\sqrt{0.603893/78}=0.0880\) pA. With \(\|Pg'\|=0.3154\) V,

\[
{\rm se}(\hat\phi)=\frac{0.0880}{56.343\times0.3154}=0.0050\ {\rm eV}.
\]

Multiplication by \(\sqrt F=1.991\) gives a symmetric half-width of 9.9 meV, slightly less than either arm of the profiled interval.

The trade between parameters is visible in the profile. Moving the trial threshold from 0.78 to 0.84 eV raises the fitted amplitude from 42.6 to 88.0 pA/V\(^2\) and the background from 0.137 to 0.213 pA. A later onset is compensated by a steeper parabola.

Freezing these parameters would shrink the interval by the factor \(\|g'\|/\|Pg'\|=4.54\). The expected coverage is then the probability that a normal variable lies within \(1.991/4.54=0.44\) standard deviations, about 34%. In 8000 simulated spectra the frozen interval covered the truth in 33.7% of cases and the profiled interval in 95.1%.

With the amplitude lowered to 20 pA/V\(^2\) and all other settings kept, the profiled coverage was 95.0% and that of the symmetric standard-error interval 94.3%. The sampling error of a coverage near 95% is \(\sqrt{0.95\times0.05/8000}=0.24\%\). The symmetric interval thus falls short by nearly three sampling errors, though the loss is small in practice.

## Bias from a wrong onset law

Noise-free departures from the square law also move the threshold. Let \(x=V-\phi_0\), let the data reach \(x=L\), and suppose the true signal is \(a[x^2+p(x)]\). For a simple estimate, hold the background fixed and replace sums by integrals. A slightly shifted parabola is \(a'(x-\delta)^2\simeq a'x^2-2a'\delta x\), so fit \(p\) by \(\alpha x^2+\beta x\). With \(P_j=\int_0^Lx^jp\,dx\), the normal equations are

\[
\frac{L^3}{3}\beta+\frac{L^4}{4}\alpha=P_1,\qquad
\frac{L^4}{4}\beta+\frac{L^5}{5}\alpha=P_2 .
\]

Their determinant is \(L^8(1/15-1/16)=L^8/240\). Solving for \(\beta\) and using \(\delta\simeq-\beta/2\) to first order in \(p\) gives

\[
\delta\simeq-\frac{24P_1}{L^3}+\frac{30P_2}{L^4}.
\]

**Thermal smearing.** The Fermi distribution of the tip changes \(x^2\) to \(x^2+\pi^2(k_BT)^2/3\) well above threshold. This is the Sommerfeld result for \(2\int_0^\infty \epsilon f(\epsilon-x)\,d\epsilon\), with \(f\) the Fermi function. A constant \(p=C\) has \(P_1=CL^2/2\) and \(P_2=CL^3/3\), hence

\[
\delta\simeq-\frac{2C}{L}=-\frac{2\pi^2(k_BT)^2}{3L}.
\]

For \(L=0.188\) V this gives \(-1.5\) meV at 77 K and \(-23\) meV at 300 K. Fits to the full thermal spectra, with free background, give \(-1.4\) and \(-20\) meV. In this window the sharp law is adequate at 77 K, but at 300 K its bias is about twice the half-width of the confidence interval. The thermal kernel should then replace \(g\). Linear elimination still works, but the cell quartics no longer apply and \(S\) must be searched numerically.

**Constant-current normalization.** At constant tunnel current, the collector signal is modelled as the collected fraction of the total current, calculated at fixed gap. The gap change that keeps the current constant is neglected at first; its size is given below. At fixed gap the total grows with voltage, so this fraction rises more slowly than the square law. A planar tunnelling calculation with a 1.0 nm gap, a 4.0 eV vacuum barrier, a film Fermi energy of 5.5 eV and \(m_t/m=0.19\) gives a current ratio of 3.947 between 20 and 10 meV above threshold, instead of 4. Representing the departure by \(x^2(1-\gamma x)\), the ratio implies \(\gamma\simeq1.3\) eV\(^{-1}\). For \(p=-\gamma x^3\), \(P_1=-\gamma L^5/5\) and \(P_2=-\gamma L^6/6\), so

\[
\delta\simeq\left(\frac{24}{5}-5\right)\gamma L^2=-\frac{\gamma L^2}{5}.
\]

This predicts \(-9\) meV for the example; the fit to the full planar spectrum gives \(-9.2\) meV. Extending the top voltage to 1.20 V, with the start and step unchanged, increases the fitted shift to \(-37\) meV. These values are good to about 10%. Letting the gap open to hold the current at its threshold value lowers \(\gamma\) to about 1.2 eV\(^{-1}\) and gives \(-8.3\) and \(-33\) meV, while a fixed gap of 0.6 nm gives \(-8.0\) and \(-31\) meV.

**A 5/2-power onset.** Fitting \(x^{5/2}\) by \(\alpha x^2+\beta x\) with the same equations gives \(\alpha=40L^{1/2}/33\) and \(\beta=-8L^{3/2}/33\). Hence \(\delta\simeq-\beta/(2\alpha)=L/10\), or 19 meV. The full fit gives 26 meV. The estimate has the right sign and scale, but is about a quarter too small.

## Choosing the voltage window

The same continuum approximation shows the statistical benefit of a wider window. For \(n_+\) points above threshold and a known background,

\[
\|Pg'\|^2\simeq4n_+L^2\left(\frac13-\frac{(1/4)^2}{1/5}\right)=\frac{n_+L^2}{12}.
\]

Since \(n_+\simeq L/h\), the standard error is approximately \(\sigma\sqrt{12h}/(aL^{3/2})\). It falls as \(L^{-3/2}\), while the planar-tunnelling bias grows as \(L^2\). Equating their magnitudes gives

\[
L^{7/2}\simeq\frac{5\sigma\sqrt{12h}}{a\gamma}.
\]

For the example's inputs, \(L\simeq0.16\) V. This is a scale for that tunnelling model at fixed noise per point and fixed voltage step, and it should be recalculated when either changes.

## Comparison with a real contact

The parameters are in the regime of gold on n-type Si(100) at 77 K, whose barrier is roughly 0.8 eV. The noise is assumed to come mainly from the amplifier: for 20 ms per point, shot noise of the 2.1 pA top signal is 0.004 pA, far below 0.10 pA. Apart from the fitting biases above, the threshold corresponds to the barrier maximum, already lowered by the image force. For donor density \(N_D\), band bending \(V_b\) and permittivity \(\varepsilon\), depletion gives an interface field \(\mathcal E=\sqrt{2eN_DV_b/\varepsilon}\). Maximizing \(-e/(16\pi\varepsilon z)-\mathcal Ez\) over depth \(z\) gives a lowering of \(\sqrt{e\mathcal E/4\pi\varepsilon}\). With \(10^{15}\) cm\(^{-3}\), 0.75 V and relative permittivity 11.7, the field is 0.015 MV/cm and the lowering 14 meV. Adding this to the fitted 0.805 eV gives about 0.82 eV for the barrier without image force, before any correction for the thermal and tunnelling biases and with the same 10 meV statistical half-width. Real contacts can also break the uniform-barrier assumption. If the collected current averages over barriers of standard deviation \(w\), then \(x^2\) becomes \(x^2+w^2\) well above threshold, and the thermal formula gives a shift of \(-2w^2/L\): about \(-4\) meV for \(w=20\) meV. Gold is treated as a free-electron metal with \(k_t\) conserved at the interface. Scattering, the real gold band structure and the four off-centre silicon valleys are not included, and their shifts are not estimated here.

## Cost, stability and failure modes

Direct sums in every cell cost \(O(N^2)\) operations, and each cell adds two small root problems. For long spectra, the sums can be updated from high to low voltage. On moving from cell \(k\) to \(k-1\), every old \(u\) increases by one and point \(k\) enters with \(u=1\). For example,

\[
q_2\leftarrow q_2+2q_1+q_0+y_{c,k},
\]

with the old sums on the right. Corresponding binomial updates make the total cost \(O(N)\).

- **Rounding.** The fifth-degree coefficient should be dropped explicitly, since its rounding remainder can create a spurious distant root. At high signal-to-noise ratio, \(Y-c^2/d\) subtracts nearly equal numbers. Here \(Y/S_{\min}\) is only 47; when it is very large, \(S\) should be recomputed from the residual vector.
- **Near-double roots.** A cut that almost touches a local minimum gives two nearly equal roots. Evaluating \(S\) at that minimum, which is a root of the stationary quartic, decides whether a small separate interval exists.
- **Too few points above threshold.** With one active point, the direction of \(g_c\) does not depend on \(\phi\), so \(S\) is flat. The search range must stop well before this region.
- **Open intervals.** If \(S\) is still below the cut at an end of the search range, the interval is not closed there. If \(S_{\rm cut}\ge Y\), even zero amplitude is accepted and no barrier should be quoted.
- **Unequal or correlated noise.** Known relative standard deviations are handled by dividing each row, including the constant column, by its value; the means and sums then become weighted. Correlated drift requires whitening with its covariance, because the \(F\) level assumes independent errors.
- **Sloping background.** Add a column proportional to \(V\), and project \(y\) and \(g\) away from both background columns. In each cell \(c\) remains quadratic and \(d\) quartic, so the root method survives, with \(N-4\) degrees of freedom.

A barrier report should state the onset law, temperature and voltage window beside the interval. In this example the interval half-width is about 10 meV, while fitting the square law to a noise-free 5/2-power onset shifts the threshold by 26 meV. The numerical output lists the remaining profile values and inputs.

## Values computed for the example and the checks

```
voltages: 81 from 0.60 to 1.00 V, step 5 mV
search range: 0.650 to 0.950 eV; random seed 7
true threshold 0.812 eV, amplitude 60 pA/V^2
true background 0.20 pA, noise 0.10 pA
noise-free signal at top voltage: 2.121 pA
Y = |y_c|^2: 28.28322204 pA^2
winning cell starts at 0.805 V (g in units of step^2)
c(t) coefficients, t^0 up (pA): 19694.278 -1153.9783 15.145575
d(t) coefficients, t^0 up: 14012793.73 -1642429.63 73416.2963 -1617.777778 20.22222222
best t in the cell: 0.03781
fitted threshold: 0.80519 eV
fitted amplitude: 56.343 pA/V^2
fitted background: 0.1672 pA
minimum residual Smin: 0.603893 pA^2
degrees of freedom 78, F 95% point 3.9635
estimated noise: 0.0880 pA
cut level: 0.634579 pA^2
95% interval: 0.79463 to 0.81522 eV
arms: -10.56, +10.03 meV
standard error, elimination: 4.952 meV
standard error, full covariance: 4.952 meV
three-parameter fit threshold: 0.80519 eV
norm of dg/dphi: 1.4311 V; after projection 0.3154 V
ratio of these norms: 4.538
trial 0.78 eV: S 0.76519 pA^2, a 42.62 pA/V^2, b 0.1370 pA
trial 0.79 eV: S 0.66578 pA^2, a 47.44 pA/V^2, b 0.1488 pA
trial 0.80 eV: S 0.61153 pA^2, a 53.05 pA/V^2, b 0.1609 pA
trial 0.81 eV: S 0.61086 pA^2, a 59.65 pA/V^2, b 0.1732 pA
trial 0.82 eV: S 0.67183 pA^2, a 67.47 pA/V^2, b 0.1859 pA
trial 0.83 eV: S 0.80346 pA^2, a 76.79 pA/V^2, b 0.1990 pA
trial 0.84 eV: S 1.01471 pA^2, a 88.03 pA/V^2, b 0.2126 pA
slope of S at 0.783 eV: formula -10.7790, difference -10.7790 pA^2/eV
coverage, strong signal (60 pA/V^2): profiled 0.9511, frozen a,b 0.3372, standard error 0.9485
coverage, weak signal (20 pA/V^2): profiled 0.9499, frozen a,b 0.3350, standard error 0.9429
simulated spectra per coverage figure: 8000
kT at 77 K: 6.635 meV; at 300 K: 25.852 meV
threshold shift, thermal smearing 77 K: -1.38 meV
threshold shift, thermal smearing 300 K: -19.87 meV
threshold shift, 5/2-power onset: 25.76 meV
planar tunnelling: gap 1.0 nm, vacuum barrier 4.0 eV, tip Fermi energy 5.5 eV, mass ratio 0.19
planar current ratio at 20 and 10 meV above threshold: 3.9469
threshold shift, planar tunnelling, top 1.00 V: -9.24 meV
threshold shift, planar tunnelling, top 1.20 V: -37.10 meV
shot noise at top voltage, 20 ms per point: 0.0041 pA
donors 1e+15 cm^-3, bending 0.75 V, permittivity 11.7
interface field 0.01523 MV/cm, image lowering 13.69 meV
```
